# Spin-resonance lines of silicon dangling bonds under {110} field rotation

## Definitions and conventions

Cartesian axes $x,y,z$ lie along the cubic directions $[100],[010],[001]$ of silicon. The interface is a (100) face and its normal is $[100]$. The unit vector $\mathbf n=(x,y,z)$ gives the direction of the static magnetic field, whose magnitude is $B$.

A dangling bond is a silicon orbital that has lost its bonding partner and holds one unpaired electron, so its spin is $S=1/2$. Its axis is one of the four body diagonals

$$\mathbf a_1=(1,1,1),\quad \mathbf a_2=(-1,1,1),\quad \mathbf a_3=(1,-1,1),\quad \mathbf a_4=(1,1,-1),$$

with unit vectors $\mathbf u_k=\mathbf a_k/\sqrt3$. The sign of an axis will not matter, because only $(\mathbf u_k\cdot\mathbf n)^2$ enters.

The following assumptions hold unless a remark changes them.

1. The spin Hamiltonian contains the electron Zeeman term alone, $H=\mu_B B\,\mathbf n\cdot\mathsf g\cdot\mathbf S$, where $\mathbf S$ is in units of $\hbar$ and $\mu_B$ is the Bohr magneton.
2. The $\mathsf g$ tensor is symmetric and axial about the bond. Its value is $g_\parallel$ along the bond and $g_\perp$ across it, both positive, with $g_\parallel\neq g_\perp$. These two values are the same for all four orientations.
3. The microwave frequency $\nu$ is fixed and the field is swept.

A line is a distinct resonance field. It need not appear as a separate maximum in a broadened spectrum. The notation $\{110\}$ covers the six planes $x=\pm y$, $y=\pm z$, $z=\pm x$, and $\{100\}$ covers the three planes $x=0$, $y=0$, $z=0$. Fields are in mT, since atomic units are unnatural for a resonance spectrum.

## Two lemmas

**Lemma 1 (resonance field).** A centre with axis $\mathbf u$ resonates at

$$B=\frac{h\nu}{\mu_B\,g},\qquad g^2=g_\perp^2+(g_\parallel^2-g_\perp^2)(\mathbf u\cdot\mathbf n)^2 .$$

*Proof.* Put $\mathbf v=\mathsf g\,\mathbf n$, so that $H=\mu_BB\,\mathbf v\cdot\mathbf S$. With $\mathbf S=\boldsymbol\sigma/2$ and the Pauli-matrix product $\sigma_i\sigma_j=\delta_{ij}+i\sum_k\epsilon_{ijk}\sigma_k$,

$$(\mathbf v\cdot\mathbf S)^2=\tfrac14\sum_{ij}v_iv_j\sigma_i\sigma_j=\tfrac14|\mathbf v|^2 ,$$

because the antisymmetric part cancels against the symmetric product $v_iv_j$. The eigenvalues of $\mathbf v\cdot\mathbf S$ therefore have magnitude $|\mathbf v|/2$. The trace is zero, so they are $+|\mathbf v|/2$ and $-|\mathbf v|/2$. The level splitting is $\mu_BB|\mathbf v|$, and resonance requires it to equal $h\nu$. Hence $g=|\mathbf v|$.

The axial tensor is $\mathsf g=g_\perp\mathsf 1+(g_\parallel-g_\perp)\mathbf u\mathbf u^{T}$. Writing $C=\mathbf u\cdot\mathbf n$,

$$\mathbf v=g_\perp\mathbf n+(g_\parallel-g_\perp)C\,\mathbf u,$$

$$|\mathbf v|^2=g_\perp^2+2g_\perp(g_\parallel-g_\perp)C^2+(g_\parallel-g_\perp)^2C^2 .$$

The coefficient of $C^2$ is $(g_\parallel-g_\perp)(2g_\perp+g_\parallel-g_\perp)=(g_\parallel-g_\perp)(g_\parallel+g_\perp)=g_\parallel^2-g_\perp^2$. ∎

Since $g_\parallel\ne g_\perp$, $g$ is a strictly monotonic function of $C^2$, and so is $B$. Two centres share a line if and only if their squared cosines are equal. For $g_\parallel<g_\perp$, a bond closer to the field has a smaller $g$ and resonates at a higher field.

**Lemma 2 (merging of two lines).** The lines of two different axes coincide if and only if $\mathbf n$ lies in a certain $\{100\}$ plane or in a certain $\{110\}$ plane. The six pairs of axes correspond one to one to the six $\{110\}$ planes.

*Proof.* The difference of two squares factorizes:

$$(\mathbf a_i\cdot\mathbf n)^2-(\mathbf a_j\cdot\mathbf n)^2=\big[(\mathbf a_i-\mathbf a_j)\cdot\mathbf n\big]\big[(\mathbf a_i+\mathbf a_j)\cdot\mathbf n\big].$$

For the first pair, $\mathbf a_1-\mathbf a_2=(2,0,0)$ and $\mathbf a_1+\mathbf a_2=(0,2,2)$, so the product is $2x\cdot2(y+z)$. The other pairs follow in the same way:

$$\begin{aligned}
(1,2)&:\ 4x(y+z), & (3,4)&:\ 4x(z-y),\\
(1,3)&:\ 4y(x+z), & (2,4)&:\ 4y(z-x),\\
(1,4)&:\ 4z(x+y), & (2,3)&:\ 4z(y-x).
\end{aligned}$$

Each product vanishes when its single coordinate vanishes, which is a $\{100\}$ plane, or when its bracket vanishes, which is a $\{110\}$ plane. The six brackets are all different and exhaust the six $\{110\}$ planes. ∎

The geometry behind the factors is a reflection. Each $\{110\}$ plane is a mirror that exchanges two of the bond axes. A field lying in the mirror makes equal angles with both.

## The theorem

**Theorem.** Under assumptions 1 to 3:

(a) for a field in any $\{110\}$ plane, the four orientations give at most three lines;

(b) all four lines coincide if and only if the field is along a $\langle100\rangle$ direction;

(c) each $\{110\}$ plane contains one $\langle100\rangle$ axis. This axis is the interface normal $[100]$ for the planes $(011)$ and $(01\bar1)$, and an in-plane cubic axis for the other four.

*Proof.* (a) By Lemma 2, a field in a $\{110\}$ plane makes the lines of one pair coincide. Four orientations with at least one coincidence have at most three distinct lines.

(b) Suppose all four lines coincide. Pairs (1,2) and (3,4) give $x(y+z)=0$ and $x(z-y)=0$. Their sum gives $xz=0$ and their difference gives $xy=0$. Pairs (1,3) and (2,4) give $y(x+z)=0$ and $y(z-x)=0$, whose sum gives $yz=0$. All three products of two coordinates vanish, so at most one coordinate is non-zero, and $\mathbf n$ is along a cubic axis. Conversely, if $\mathbf n$ is a cubic axis, each $\mathbf a_k\cdot\mathbf n$ is $+1$ or $-1$, so $(\mathbf u_k\cdot\mathbf n)^2=1/3$ for every $k$.

(c) The plane $y=z$, which is $(01\bar1)$, contains $(1,0,0)$ but neither $(0,1,0)$ nor $(0,0,1)$. The same holds for $y=-z$. Relabelling the coordinates gives the other planes: $x=\pm y$ contains $[001]$, and $z=\pm x$ contains $[010]$. ∎

**Other directions.** A field outside all $\{100\}$ and $\{110\}$ planes gives four lines, because none of the six products vanishes. In the plane $z=0$ the squares $(\mathbf a_k\cdot\mathbf n)^2$ are $(x+y)^2$ twice and $(x-y)^2$ twice, so there are at most two lines. The limit of three therefore belongs to the $\{110\}$ rotation and not to every possible rotation.

**Corollary (position of the merged line).** For a field along $\langle100\rangle$,

$$g^2=\frac{g_\parallel^2+2g_\perp^2}{3}.$$

This is also the mean of $g^2$ over the four axes for every field direction. To see it, sum the squares:

$$\sum_k(\mathbf a_k\cdot\mathbf n)^2=4(x^2+y^2+z^2)=4 .$$

The cross terms cancel: in the four squares the product $xy$ has coefficients $2,-2,-2,2$, and the products $xz$ and $yz$ likewise have two of each sign. Thus the mean of $(\mathbf u_k\cdot\mathbf n)^2$ is $4/(3\cdot4)=1/3$, and Lemma 1 gives the stated mean. Rotation spreads the values of $g^2$ about a fixed centre, and along $\langle100\rangle$ the spread vanishes.

## The rotation pattern

Take the plane $(01\bar1)$ and measure the angle $\varphi$ from the normal $[100]$:

$$\mathbf n=\left(c,\frac{s}{\sqrt2},\frac{s}{\sqrt2}\right),\qquad c=\cos\varphi,\quad s=\sin\varphi .$$

Then $\mathbf a_1\cdot\mathbf n=c+\sqrt2s$, $\mathbf a_2\cdot\mathbf n=-c+\sqrt2s$, and $\mathbf a_3\cdot\mathbf n=\mathbf a_4\cdot\mathbf n=c$. The squared cosines are

$$p_+=\frac{(c+\sqrt2s)^2}{3},\qquad p_-=\frac{(c-\sqrt2s)^2}{3},\qquad q=\frac{c^2}{3}\ \text{(twice)} .$$

**Proposition 1.** In this plane there are three lines except at $\varphi=0$ (one line), at $\tan\varphi=\pm\sqrt2$ (two lines) and at $\varphi=90^\circ$ (two lines), with angles taken modulo $180^\circ$.

*Proof.* Expanding the squares gives the three differences

$$p_+-p_-=\frac{4\sqrt2}{3}sc,\qquad p_+-q=\frac{2s}{3}(s+\sqrt2c),\qquad p_--q=\frac{2s}{3}(s-\sqrt2c).$$

At $s=0$ all three vanish. At $c=0$ the first alone vanishes. At $\tan\varphi=-\sqrt2$ the second alone vanishes, and at $\tan\varphi=\sqrt2$ the third alone. There are no other zeros. ∎

With equal populations and equal transition strengths, the three lines have weights $1:1:2$. At $\tan\varphi=\sqrt2$ the field is along $[111]$, one bond is parallel to it, and the other three form a single line, so the weights are $1:3$. At $\varphi=90^\circ$ they are $2:2$. The other $\{110\}$ planes give the same pattern when all four populations are equal, because permutations and sign changes of the coordinates carry the four axes into themselves.

**Remark (origin of the four orientations).** In the diamond structure, the atoms of one sublattice have bonds along $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$. Those of the other sublattice have the opposite bonds. Let the outward normal be $+x$. An ideal cut through the first sublattice leaves $(1,1,1)$ and $(1,-1,-1)$ dangling, which are the axes $\mathbf a_1$ and $\mathbf a_2$. A cut through the second leaves $(1,-1,1)$ and $(1,1,-1)$, the axes $\mathbf a_3$ and $\mathbf a_4$.

One terrace type thus supplies the two single lines, and the other supplies the double line. If a fraction $f$ of the centres sits on the first type, the weights are $f/2:f/2:1-f$. This describes the bond directions of an ideal cut, in which each surface atom has two broken bonds. The centres treated here have only one, so the cut explains the available axes. It does not establish where defects form beneath a real oxide.

## What survives without axial symmetry

**Proposition 2.** Let the $\mathsf g$ tensor be non-axial but symmetric under the mirror that contains both the bond and the normal. Let the four orientations be related by quarter turns about $[100]$. Then a field along $[100]$ still gives one line, and a field in $(01\bar1)$ still gives at most three.

*Proof.* Put $\mathsf G=\mathsf g^2$. The first part of Lemma 1 did not use axial symmetry, so $g^2=\mathbf n\cdot\mathsf G\mathbf n$. For the bond $\mathbf a_1$ the mirror exchanges $y$ and $z$, so $G_{yy}=G_{zz}$ and $G_{xy}=G_{xz}$. A quarter turn replaces $(x,y,z)$ in the quadratic form by $(x,z,-y)$. Repeating it gives four forms, labelled by two signs $\eta,\zeta=\pm1$:

$$g^2=G_{xx}x^2+G_{yy}(y^2+z^2)+2G_{xy}x(\eta y+\zeta z)+2G_{yz}\eta\zeta yz .$$

At $y=z=0$ all four equal $G_{xx}$. At $y=z$ the choices $(\eta,\zeta)=(1,-1)$ and $(-1,1)$ give the same value, which leaves at most three. ∎

Under this weaker symmetry, part (a) of the theorem can fail in the $\{110\}$ planes that do not contain the normal. For $x=y$, the forms $(-1,1)$ and $(-1,-1)$ differ by $4(G_{xy}-G_{yz})xz$. This vanishes for an axial centre, where $G_{xy}=G_{yz}$, but not in general. Four lines can then appear in $(1\bar10)$, a plane that does not contain the normal. A field along $[010]$ still gives one line, at $g^2=G_{yy}$, which generally differs from $G_{xx}$.

A model tensor with principal values 2.002, 2.006 and 2.008, the first tilted by $3^\circ$ from the bond within the mirror plane, away from the normal $[100]$, and the third perpendicular to the mirror plane, shows the difference. The merged line has $g=2.00486$ along $[100]$ and $g=2.00557$ along $[010]$. There are at most three lines in $(01\bar1)$, and four at a general angle in $(1\bar10)$.

## Where the three lines are farthest apart

When $|g_\parallel-g_\perp|\ll g_\perp$, Lemma 1 can be expanded to first order. Then $g$, and with it $B$, is linear in the squared cosine. A difference $\Delta(C^2)$ shifts the line by $\Delta(C^2)$ times the full span between the fields for $g_\parallel$ and $g_\perp$. The best angle for separating three lines maximizes the smaller of the two adjacent gaps.

Consider $0<\varphi<90^\circ$; the range beyond $90^\circ$ is its mirror image. For $\tan\varphi<\sqrt2$ the order is $p_-<q<p_+$. The smaller gap is

$$q-p_-=\frac{2\sqrt2sc-2s^2}{3}=\frac{\sqrt2\sin2\varphi+\cos2\varphi-1}{3},$$

because $p_+-q$ exceeds it by $4s^2/3$. The sum $\sqrt2\sin2\varphi+\cos2\varphi$ has amplitude $\sqrt{2+1}$, so the gap is at most $(\sqrt3-1)/3\approx0.244$, reached at $\tan2\varphi=\sqrt2$.

For $\tan\varphi>\sqrt2$ the order is $q<p_-<p_+$. The gap $p_+-p_-=(2\sqrt2/3)\sin2\varphi$ falls with angle. The gap $p_--q=(1-\cos2\varphi-\sqrt2\sin2\varphi)/3$ rises, since its derivative, $2(\sin2\varphi-\sqrt2\cos2\varphi)/3$, is positive there. The smaller gap is largest where they are equal:

$$4\sqrt2sc=2s^2-2\sqrt2sc\quad\Longrightarrow\quad \tan\varphi=3\sqrt2 .$$

With $sc=\tan\varphi/(1+\tan^2\varphi)=3\sqrt2/19$, both gaps equal $(4\sqrt2/3)(3\sqrt2/19)=8/19\approx0.421$. This exceeds 0.244, so it is the overall maximum to leading order in the anisotropy. The angle is $76.74^\circ$.

## Worked example

Take $g_\parallel=2.0015$, $g_\perp=2.0085$ and $\nu=9.50$ GHz. Then $h\nu/\mu_B=678.75$ mT. For a field along $[100]$,

$$g=\sqrt{\frac{2.0015^2+2(2.0085)^2}{3}}=2.00617,\qquad B=\frac{678.75}{2.00617}=338.33\ \text{mT}.$$

At $\varphi=30^\circ$ the axis $[111]$ has squared cosine 0.8249. With $g_\parallel^2-g_\perp^2=-0.02807$,

$$g=\sqrt{4.03407-0.02807(0.8249)}=2.00273,$$

and the line lies at 338.91 mT. The same arithmetic gives the other entries, in mT:

| $\varphi$ | $[111]$ | $[\bar111]$ | pair | lines |
|---|---|---|---|---|
| $0^\circ$ | 338.33 | 338.33 | 338.33 | 1 |
| $30^\circ$ | 338.91 | 337.95 | 338.23 | 3 |
| $54.74^\circ$ | 339.12 | 338.07 | 338.07 | 2 |
| $76.78^\circ$ | 338.96 | 338.46 | 337.96 | 3 |
| $90^\circ$ | 338.73 | 338.73 | 337.94 | 2 |

The row at $76.78^\circ$ lies within $0.01^\circ$ of the best angle given by the full field formula, about $76.77^\circ$, which is close to the leading-order $76.74^\circ$. The full span is 1.182 mT, so the predicted smaller gap is $1.182\times8/19=0.498$ mT, against 0.497 mT from the full formula. At $30^\circ$ the smaller gap is 0.284 mT. The numerical output below gives the corresponding $g$ values.

**Strain broadening.** Let $g_\perp$ vary from site to site with standard deviation $\sigma=0.0008$, at fixed $g_\parallel$. Differentiating Lemma 1 gives $g\,\delta g=g_\perp(1-C^2)\,\delta g_\perp$, and $|\delta B|=B|\delta g|/g$. The standard deviation in field is therefore

$$\sigma_B=\frac{B\,g_\perp(1-C^2)}{g^2}\,\sigma .$$

For a Gaussian the full width at half maximum is $2\sqrt{2\ln2}\,\sigma_B$, which is 0.21 mT along $[100]$. At $30^\circ$ the two closest lines have widths of 0.31 and 0.24 mT, comparable with their separation, and the summed absorption has two maxima although there are three resonance fields. At the best angle it has three. Other sources of width are not included in this count.

**Misalignment.** Tilt the field out of the plane by $\delta$, so that $y-z=\sqrt2\sin\delta$ and $x=\cos\varphi\cos\delta$. By Lemma 2 the double line splits in squared cosine by $(4\sqrt2/3)\cos\varphi\sin\delta\cos\delta$. For $\delta=1^\circ$ and $\varphi=30^\circ$ this is 0.0285, or 0.034 mT. An error of $1^\circ$ within the plane spreads the merged $[100]$ line over 0.039 mT. Both are well below the strain widths of the lines concerned.

**Other neglected terms.** If the central atom is $^{29}$Si (abundance roughly 4.7 %), its nuclear spin replaces the central line by two satellites. With rough hyperfine values of 15 mT along the bond and 9 mT across it, converted to energy with $g=2$, and the nuclear Zeeman term omitted, they lie at 332.58 and 343.90 mT for a field along $[100]$. They are the same for all four orientations and far outside the central pattern. $^{29}$Si nuclei on neighbouring sites couple more weakly, so their satellites lie much closer to the central lines; they are not counted here.

At $30^\circ$, with the microwave field along $[01\bar1]$, the transition strength per unit field sweep varies by 0.67 % between orientations, so the weights $1:1:2$ hold to about that accuracy. At a density of $10^{12}$ cm$^{-2}$ a regular square array would have a spacing of 10 nm, and one neighbour at that distance produces an on-axis dipolar field of 0.0019 mT. Randomly placed centres have a mean nearest-neighbour distance of half that, 5 nm, where the field is eight times larger, about 0.015 mT. Closer pairs feel more, since this field grows as the inverse cube of distance: for random placement at density $\rho$, a fraction $1-e^{-\pi\rho r^2}\approx0.12$ of the centres has a neighbour within $r=2$ nm, where the on-axis field is about 0.23 mT, comparable with the strain widths.

**Relation to real interfaces.** The $g$ values, strain spread, hyperfine values and density are rough figures typical of the Pb0 centre at Si/SiO$_2$. The density suits an interface without hydrogen passivation; a well-passivated device has far fewer centres. The theorem also takes all centres to be of a single species. At a real (100) interface Pb1 centres can be present as well, with their own, lower-symmetry tensor. If a second species satisfies Proposition 2, it adds up to three lines in $(01\bar1)$, for a total of up to six, and the field along $[100]$ then gives one line per species. The theorem counts the lines of each species separately.

## Computed values

```
Inputs: g_par = 2.0015, g_perp = 2.0085 (rough)
Microwave frequency = 9.50 GHz
Maximum line count in the six {110} planes: [3, 3, 3, 3, 3, 3]
Line count, general direction: 4
Line count, general direction in {100} plane: 2
Rows: phi; values for [111], [-111], and the pair [1-11],[11-1]
phi = 0.00 deg, distinct lines = 1
  cos^2 = 0.3333 0.3333 0.3333
  g = 2.00617 2.00617 2.00617
  B = 338.333 338.333 338.333 mT
phi = 30.00 deg, distinct lines = 3
  cos^2 = 0.8249 0.0084 0.2500
  g = 2.00273 2.00844 2.00675
  B = 338.915 337.950 338.235 mT
phi = 54.74 deg, distinct lines = 2
  cos^2 = 1.0000 0.1111 0.1111
  g = 2.00150 2.00772 2.00772
  B = 339.122 338.071 338.071 mT
phi = 76.78 deg (best), lines = 3
  cos^2 = 0.8591 0.4393 0.0174
  g = 2.00249 2.00543 2.00838
  B = 338.955 338.458 337.961 mT
phi = 90.00 deg, distinct lines = 2
  cos^2 = 0.6667 0.6667 0.0000
  g = 2.00384 2.00384 2.00850
  B = 338.727 338.727 337.940 mT
Full field span g_par to g_perp = 1.182 mT
Leading-order best angle = 76.74 deg
Smaller gap: 30 deg 0.284 mT, best angle 0.497 mT
Line counts on the two terrace types at 30 deg: [2, 1]
Mirror-only centre (model g 2.002, 2.006, 2.008; tilt 3 deg):
  g at [100] = 2.00486, at [010] = 2.00557
  maximum lines in (01-1) = 3; lines at a general angle in (1-10) = 4
Strain spread of g_perp (standard deviation) = 0.0008
  0 deg: strain FWHM = 0.212 0.212 0.212 mT; absorption maxima = 1
  30 deg: strain FWHM = 0.056 0.314 0.238 mT; absorption maxima = 2
  best: strain FWHM = 0.045 0.179 0.311 mT; absorption maxima = 3
1 deg out of plane at 30 deg: pair splits 0.034 mT
1 deg in plane from [100]: total spread 0.039 mT
29Si inputs: 15 and 9 mT (rough), abundance 4.7 % (rough)
29Si satellites at [100]: 332.58 and 343.90 mT
29Si satellite separation = 11.32 mT
Strength variation between orientations at 30 deg = 0.67 %
Defect density = 1.0e+12 cm^-2 (rough), spacing = 10.0 nm
Dipolar field of one neighbour (on axis) = 0.0019 mT
```
